# Brewster angle for CO₂ laser annealing of silicon at 10.6 µm

**Question**

I am setting up a millisecond anneal of a silicon wafer with a CO₂ laser at 10.6 µm, where I take the refractive index to be 3.42. I want the angle of incidence at which a p-polarised beam is not reflected. My attempt gave $\arctan(1/3.42)\approx16.3^\circ$, but the beam in the equipment drawing comes in at a much flatter angle. Which angle is right, and where does the wavelength enter? If nothing is reflected, is all the power absorbed? And does the angle still hold when the silicon is hot?

**Answer**

Your 16.3° is the direction of the ray inside the silicon. The angle in air follows from matching the fields at the surface.

**The condition for zero reflection**

Take a plane wave in air, of index 1, and a smooth, bare, thick, nonmagnetic, isotropic wafer. Angles are measured from the surface normal, $z$ points into the silicon, and fields vary as $e^{-i\omega t}$. Let $k_0=2\pi/\lambda$, with $\lambda$ the vacuum wavelength. For p polarisation the electric field lies in the plane of incidence and the magnetic field is $H_y$.

The wave number along the surface, $k_0\sin\theta$, is the same on both sides. The normal wave number is therefore $k_0\cos\theta$ in air and $k_0q$ in silicon, with

$$q=\sqrt{\varepsilon-\sin^2\theta},\qquad \varepsilon=n^2 .$$

Maxwell's equation $\partial_zH_y=i\omega\varepsilon_0\varepsilon E_x$ gives $E_x\propto k_zH_y/\varepsilon$, and $k_z$ changes sign for the reflected wave. Let the incident, reflected and transmitted magnetic amplitudes be $1$, $r_p$ and $h$. Continuity of $H_y$ and $E_x$ requires

$$1+r_p=h,\qquad \cos\theta\,(1-r_p)=\frac{q}{\varepsilon}h .$$

Inserting the first equation in the second and solving for $r_p$,

$$r_p=\frac{n^2\cos\theta-q}{n^2\cos\theta+q}.$$

The reflectance $R_p=|r_p|^2$ vanishes when $n^2\cos\theta=q$. Both sides are nonnegative between 0 and 90°, so squaring adds no false root:

$$n^4\cos^2\theta=n^2-\sin^2\theta .$$

Divide by $\cos^2\theta$ and use $1/\cos^2\theta=1+\tan^2\theta$:

$$n^4=n^2+(n^2-1)\tan^2\theta .$$

Hence $n^2(n^2-1)=(n^2-1)\tan^2\theta$. For $n\neq1$ there is one solution in the range:

$$\boxed{\tan\theta_B=n},\qquad \theta_B=\arctan(3.42)=73.70^\circ=1.286\ \text{rad}.$$

The wavelength enters only through $n(\lambda)$. An index uncertainty of 0.005 moves the angle by $0.005/(1+n^2)$ rad, or 0.02°, so 73.7° is a sensible statement of the result.

Snell's law gives $\sin\theta_t=\sin\theta_B/n=\cos\theta_B$, so $\theta_t=90^\circ-\theta_B=16.30^\circ$. This is the angle you found. The refracted ray is perpendicular to the would-be reflected ray. The dipoles induced in the silicon oscillate perpendicular to the refracted ray, hence along the would-be reflected ray, and a dipole does not radiate along its own axis.

**How accurately must the beam be set?**

At the Brewster angle $\cos\theta_B=1/\sqrt{1+n^2}$, $\sin\theta_B=n/\sqrt{1+n^2}$ and $q=n^2/\sqrt{1+n^2}$. Since $dq/d\theta=-\sin\theta\cos\theta/q$, the numerator of $r_p$ has the slope

$$-n^2\sin\theta_B+\frac{\sin\theta_B\cos\theta_B}{q}
=-\frac{n^4-1}{n\sqrt{1+n^2}} .$$

The numerator itself is zero there, so the slope of $r_p$ is this value divided by the denominator, $2n^2/\sqrt{1+n^2}$. For a small angular error $\delta$ in radians,

$$r_p\simeq-A\delta,\qquad A=\frac{n^4-1}{2n^3}=1.70 .$$

An error of 1° (0.01745 rad) gives $R_p\simeq8.8\times10^{-4}$. The full formula gives $8.2\times10^{-4}$ on the steep side and $9.4\times10^{-4}$ on the grazing side. If the beam has a Gaussian spread of 1° rms within the plane of incidence, numerical averaging gives $8.9\times10^{-4}$.

Polarisation purity matters too. For s polarisation, continuity of $E_y$ and $H_x$ gives $1+r_s=t$ and $\cos\theta(1-r_s)=qt$, where $t$ is the transmitted electric amplitude. Thus $r_s=(\cos\theta-q)/(\cos\theta+q)$, and at $\theta_B$

$$R_s=\left(\frac{n^2-1}{n^2+1}\right)^2
=\left(\frac{10.696}{12.696}\right)^2=0.710 .$$

If 1% of the power is s-polarised, 0.71% of the total is reflected, about eight times the loss from a 1° pointing error.

**Entering is not the same as being absorbed**

At normal incidence $R=[(n-1)/(n+1)]^2=0.300$. Brewster incidence thus raises the entering fraction of a given total power from 0.700 to 1, provided the whole footprint lies on the wafer. The footprint is stretched by $1/\cos\theta_B=3.56$, however. At fixed beam irradiance, the flux entering unit wafer area is $(1-R)\cos\theta$, which falls from 0.700 to 0.281 of that irradiance.

The photon energy is 0.117 eV, far below the gap of about 1.12 eV, so a single photon cannot lift an electron across the gap. Take a wafer 775 µm thick and a rough lattice absorption coefficient of 1 cm⁻¹. One pass along the refracted ray absorbs

$$1-\exp\!\left(-\frac{0.0775}{\cos16.30^\circ}\right)=0.078 .$$

The rest reaches the lower face. Exchanging the two media only reverses the sign of the numerator of $r_p$, so that face, met at 16.30°, does not reflect either. If it borders air, the light leaves. A cold, lightly doped wafer is therefore poorly heated even though it reflects nothing.

**What hot carriers do**

Free carriers supply the missing absorption. For charge $Q=\pm e$, mass $m$ and damping rate $\gamma$, the equation $m\dot v=-m\gamma v+QE$ gives $v=QE/[m(\gamma-i\omega)]$. With $N$ carriers per volume, the current $NQv$ adds

$$\Delta\varepsilon=\frac{iNQv}{\varepsilon_0\omega E}
=-\frac{Ne^2/(\varepsilon_0m)}{\omega^2+i\omega\gamma},\qquad \gamma=\frac{e}{m\mu},$$

where $\mu$ is the mobility. The complex index is now $\tilde n=\sqrt{\varepsilon}=n'+i\kappa$. The field in silicon varies as $e^{ik_0qz}$, so the power falls by a factor $e$ over the depth $1/(2k_0\,\mathrm{Im}\,q)$.

For an estimate I used these rough inputs:

- Acceptors: $10^{15}$ cm⁻³. Carrier densities follow from $np=n_i^2$ and $p=n+N_A$, with $n_i=\sqrt{N_cN_v}\,e^{-E_g/2k_BT}$ and $N_{c,v}=2(m_dk_BT/2\pi\hbar^2)^{3/2}$.
- Density-of-states masses $m_d$: 1.09 (electrons) and 1.15 (holes) electron masses.
- Gap: $E_g=1.17-4.73\times10^{-4}T^2/(T+636)$ eV, with $T$ in K.
- Conduction masses: 0.26 and 0.37 electron masses.
- Mobilities: $1400(T/300)^{-2.4}$ and $450(T/300)^{-2.2}$ cm²/Vs.
- Lattice index: $3.42+2\times10^{-4}(T-300)$.

The best angle below comes from numerical minimisation of $R_p$. Reflectance and depth are taken at 73.7°, for uniform temperature and without lattice absorption.

| $T$ (K) | $n'+i\kappa$ | $R_p$ | Best angle | Depth (µm) |
|---|---|---|---|---|
| 700 | 3.50 + 0.0007i | 0.0001 | 74.0° | 1200 |
| 1000 | 3.49 + 0.045i | 0.0001 | 74.0° | 18 |
| 1300 | 3.26 + 0.45i | 0.004 | 73.1° | 1.8 |
| 1573 | 3.17 + 1.5i | 0.043 | 73.9° | 0.54 |

With absorption there is a nonzero minimum instead of a zero. For $|\tilde n|\gg1$, $q\simeq\tilde n$. Writing $x=|\tilde n|\cos\theta$ and $\phi=\arg\tilde n$,

$$R_p\simeq\left|\frac{\tilde n\cos\theta-1}{\tilde n\cos\theta+1}\right|^2
=\frac{x+1/x-2\cos\phi}{x+1/x+2\cos\phi}.$$

For $0<\phi<90^\circ$ this increases with $x+1/x$, so the minimum is at $x=1$, where $R_p\simeq\tan^2(\phi/2)$. To this order the best angle depends on $|\tilde n|$, which explains its return at 1573 K: carriers lower $n'$, but the growing $\kappa$ raises $|\tilde n|$ from 3.29 at 1300 K to 3.50. The approximation gives the trend, not the digits: it puts the best angle at 72.3° and 73.4° instead of 73.1° and 73.9°, and the 1573 K minimum at 0.050 instead of 0.043. No angle removes the remaining 4% reflection in this model.

**How this compares with a real anneal**

Millisecond annealing with a p-polarised CO₂ laser near the Brewster angle is a real process, and 1573 K is a plausible peak temperature below melting. All the hot rows are rough estimates, because a mobility measured in a steady field need not give the right damping at the laser frequency. The depths could be wrong by a factor of two or more. In the last row the mobilities are also extrapolated in temperature: halving or doubling them moves $R_p$ to about 0.01 or 0.13, and the best angle to 74.5° or 72.4°. At 1300 K the same change moves the best angle to 74.0° or 71.5°, so the best angles in these two rows are uncertain by a degree or more. With a rough thermal diffusivity of 0.1 cm²/s, heat spreads about $\sqrt{Dt}=100$ µm in 1 ms. This is far more than the optical depth in the 1300 K and 1573 K rows, which supports using one temperature across the absorbing layer there. The 700 K and 1000 K rows describe a uniformly heated wafer. If only the surface is at 1000 K, the carrier density falls quickly with depth, and the light goes deeper than the table says.

Real wafers also break the bare-surface assumption. Let $r_1$ and $r_2$ be the reflection amplitudes at the top and bottom of a uniform film, and let $P=e^{2ik_0q_fd}$ be the round-trip phase factor, with $d$ the thickness and $q_f$ the film's value of $q$. The magnetic transmission amplitudes in and out are $1+r_1$ and $1-r_1$. Summing the repeated passes gives

$$r=r_1+\frac{(1-r_1^2)r_2P}{1+r_1r_2P}=\frac{r_1+r_2P}{1+r_1r_2P}.$$

On cold silicon at 73.7°, 100 nm of oxide with a rough index $2.10+0.15i$ gives $R_p=0.002$. A 30 nm junction with $10^{20}$ electrons per cm³, mass 0.26 and mobility 80 cm²/Vs gives 0.008. As $d\to0$, $P\to1$ and $r$ returns to its bare-surface value, which is zero here; both layers are thin enough to stay near this limit, where $R_p$ grows roughly as $d^2$. Heavier or deeper junctions leave it: 60 nm at $3\times10^{20}$ cm⁻³ (mobility 50 cm²/Vs) gives 0.12, and 30 nm at $10^{21}$ cm⁻³ (mobility 30 cm²/Vs) gives 0.16. On hot silicon the bare $r$ is not zero, and the same oxide raises the 1573 K value from 0.043 to 0.062. Patterned layers need a separate calculation.

Melting is a much larger change. Treat the liquid as a free-electron metal with a rough resistivity of 80 µΩ cm, $2.2\times10^{23}$ electrons per cm³ and the free-electron mass. A melt much thicker than its optical penetration depth then reflects 0.70 at the same angle. At fixed incident power, the entering fraction drops from about 0.96 in the 1573 K row to about 0.30 in the melt.

So set the beam at 73.7° from the normal, or 16.3° above the wafer surface, with clean p polarisation. Make sure that preheating, doping or another source provides enough carriers to absorb the light that enters.
